# Inverse-Logarithmic Oxide Growth with the Thickness-Squared Factor Kept: verification in Python

```python
# Result under test: field-driven oxide growth dX/dt = u0*exp(X1/X) obeys, for X << X1,
#     X1/X = ln( X^2 / (X1*u0*t) ) - delta,   0 < delta < ln(1 + 2X/X1),
# an inverse-logarithmic law that keeps the thickness-squared factor.
# X: film thickness (nm), t: time (s), u0: zero-field growth rate (nm/s),
# X1 = q*a*V/(kT): field length (nm), z = X1/X.
# F(X) = integral of exp(-X1/x) from 0 to X; F0(X) = (X^2/X1)*exp(-X1/X).
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn, lambertw

# ---- model parameters (round values) ----
temperature = 300.0        # K
voltage = 1.5              # V
charge_number = 2          # ion charge in units of e
half_jump = 0.2            # nm, well to saddle
layer = 0.2                # nm of oxide per complete set of entered ions
attempt = 1.0e13           # 1/s
barrier = 1.6              # eV
X_start = 0.5              # nm
X_start_alt = 0.6          # nm, second initial film for the memory test

kT = constants.k * temperature / constants.e      # eV
X1 = charge_number * half_jump * voltage / kT     # nm
u0 = layer * attempt * np.exp(-barrier / kT)      # nm/s
X_min = charge_number * half_jump * voltage / barrier  # barrier vanishes here
assert X_start > X_min


def scaled_integral(z):
    """exp(z) * F / X1 by quadrature from the definition, with x in units of X1."""
    value, _ = quad(lambda x: np.exp(z - 1.0 / x), 0.0, 1.0 / z,
                    epsabs=0.0, epsrel=1e-11, limit=300)
    return value


def ratio_F_F0(z):
    return scaled_integral(z) * z**2


# ---- closed integral, rigorous bounds and expansion ----
for z in (2.0, 5.0, 10.0, 20.0, 40.0, 60.0):
    closed = np.exp(z) * expn(2, z) / z
    assert abs(scaled_integral(z) / closed - 1) < 1e-8
    assert z / (z + 2) < ratio_F_F0(z) < 1
for z in (20.0, 40.0, 80.0):
    delta = -np.log(ratio_F_F0(z))
    assert abs(delta - 2 / z + 4 / z**2) < 20 / z**3
# very thick film: F approaches X, so growth becomes linear
thick = 1.0e5
linear_value, _ = quad(lambda y: np.exp(y - np.exp(-y)), -8.0, np.log(thick),
                       epsabs=0.0, epsrel=1e-10, limit=300)
assert abs(linear_value / thick - 1) < 1e-3

# ---- direct integration of the rate equation ----
times = np.logspace(0, 6, 61)
time_unit = 1.0e-8         # s, sets the stretched time s = ln(1 + t/time_unit)


def grow(initial):
    s_points = np.log1p(times / time_unit)

    def rhs(s, X):
        return u0 * np.exp(X1 / X) * time_unit * np.exp(s)

    sol = solve_ivp(rhs, (0.0, s_points[-1]), [initial], method="DOP853",
                    t_eval=s_points, rtol=1e-11, atol=1e-13, max_step=0.1)
    assert sol.success
    return sol.y[0]


X = grow(X_start)
X_alt = grow(X_start_alt)
z = X1 / X


def time_shift(initial):
    z_init = X1 / initial
    return X1 * scaled_integral(z_init) * np.exp(-z_init) / u0


shift = time_shift(X_start)
shift_alt = time_shift(X_start_alt)
# an initial film acts only as a shift of the time origin
expected_gain = u0 * np.exp(z[0]) * (shift_alt - shift)
actual_gain = X_alt[0] - X[0]
assert abs(actual_gain / expected_gain - 1) < 0.02


def exact_thickness(t):
    def mismatch(log_z):
        zz = np.exp(log_z)
        return np.log(expn(2, zz) / zz) - np.log(u0 * t / X1)
    return X1 / np.exp(brentq(mismatch, np.log(1e-3), np.log(100.0), xtol=1e-13))


for i in (0, 30, 60):
    assert abs(exact_thickness(times[i] + shift) / X[i] - 1) < 1e-7

# ---- approximate laws against the integrated curve ----
X_lambert = X1 / (2 * lambertw(0.5 * np.sqrt(X1 / (u0 * times))).real)
error_lambert = X / X_lambert - 1
assert np.all(error_lambert > 0) and np.all(error_lambert < 2 / z**2)

delta_curve = np.log(X**2 / (X1 * u0 * times)) - z
assert np.all(delta_curve > 0) and np.all(delta_curve < np.log(1 + 2 / z))

X_ref = X[30]
X_frozen = X1 / np.log(X_ref**2 / (X1 * u0 * times))
X_dropped = X1 / np.log(X1 / (u0 * times))
# keeping the factor beats both simplifications at the ends of the range
for i in (0, 60):
    assert abs(X_lambert[i] - X[i]) < abs(X_frozen[i] - X[i])
    assert abs(X_frozen[i] - X[i]) < abs(X_dropped[i] - X[i])

# ---- local slope of 1/X against ln t ----
log_t = np.log(times)
slope = -np.gradient(z, log_t)
for i in (5, 30, 55):
    assert abs(slope[i] - ratio_F_F0(z[i])) < 5e-5

# ---- the computed curve used as data: recover X1 and the barrier ----
B, A = np.polyfit(log_t, 1 / X, 1)
X1_usual = -1 / B
u0_dropped = X1_usual * np.exp(-A * X1_usual)
u0_frozen = X_ref**2 / X1_usual * np.exp(-A * X1_usual)
B2, A2 = np.polyfit(np.log(times / X**2), 1 / X, 1)
X1_corrected = -1 / B2
u0_corrected = np.exp(-A2 * X1_corrected) / X1_corrected


def barrier_from(rate):
    return kT * np.log(layer * attempt / rate)


W_dropped = barrier_from(u0_dropped)
W_frozen = barrier_from(u0_frozen)
W_corrected = barrier_from(u0_corrected)
z_mid, z_end = z[30], z[60]
assert 1 < X1_usual / X1 < 1 + 2 / z_end
assert 0 < 1 - X1_corrected / X1 < 2 / z_end**2
assert abs((barrier - W_dropped) / kT - (2 * np.log(z_mid) - 2)) < 10 / z_mid
assert abs((W_frozen - barrier) / kT - 2) < 10 / z_mid
assert abs(W_corrected - barrier) < 6 * kT / z_end

# ---- pole of the frozen law ----
t_pole = X_ref**2 / (X1 * u0)
X_at_pole = exact_thickness(t_pole)
assert X[60] < X_at_pole < X1

# ---- printed results ----
print(f"temperature = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"voltage V = {voltage:.1f} V, ion charge = {charge_number} e")
print(f"well-to-saddle distance a = {half_jump:.1f} nm, layer h = {layer:.1f} nm")
print(f"attempt frequency = {attempt:.1e} 1/s, barrier W = {barrier:.1f} eV")
print(f"field length X1 = {X1:.4f} nm")
print(f"zero-field rate u0 = {u0:.4e} nm/s")
print(f"thickness where barrier vanishes = {X_min:.4f} nm")
print(f"initial thickness = {X_start:.1f} nm, time shift t0 = {shift:.3e} s")
print(f"alternative start = {X_start_alt:.1f} nm, time shift = {shift_alt:.3e} s")
print(f"extra thickness at 1 s from alternative start = {actual_gain:.3e} nm")
print(f"same, predicted from the time shift = {expected_gain:.3e} nm")
for i in (0, 30, 60):
    print(f"t = {times[i]:.0e} s: u0*t/X1 = {u0 * times[i] / X1:.4e}")
    print(f"  X integrated = {X[i]:.5f} nm, z = {z[i]:.3f}")
    print(f"  field V/X = {voltage / X[i]:.3f} V/nm")
    print(f"  X Lambert law = {X_lambert[i]:.5f} nm")
    print(f"  Lambert shortfall X/X_L-1 = {100 * error_lambert[i]:.3f} %,"
          f" bound 2/z^2 = {200 / z[i]**2:.3f} %")
    print(f"  X frozen factor = {X_frozen[i]:.5f} nm,"
          f" error = {100 * (X_frozen[i] / X[i] - 1):.2f} %")
    print(f"  X with X^2 -> X1^2 = {X_dropped[i]:.5f} nm,"
          f" error = {100 * (X_dropped[i] / X[i] - 1):.2f} %")
    print(f"  delta = {delta_curve[i]:.5f}, slope F/F0 = {ratio_F_F0(z[i]):.5f}")
print(f"usual plot: X1 = {X1_usual:.4f} nm, ratio to input = {X1_usual / X1:.4f}")
print(f"usual plot, X^2 -> X1^2: W = {W_dropped:.4f} eV,"
      f" error = {(W_dropped - barrier) / kT:.3f} kT")
print(f"usual plot, frozen X^2: W = {W_frozen:.4f} eV,"
      f" error = {(W_frozen - barrier) / kT:.3f} kT")
print(f"estimate 2 ln z - 2 at 1e3 s = {2 * np.log(z_mid) - 2:.3f}")
print(f"corrected plot: X1 = {X1_corrected:.4f} nm,"
      f" ratio to input = {X1_corrected / X1:.5f}")
print(f"corrected plot: W = {W_corrected:.4f} eV,"
      f" error = {(W_corrected - barrier) / kT:.3f} kT")
print(f"pole of frozen law at t = {t_pole:.3e} s")
print(f"true model thickness at that time = {X_at_pole:.3f} nm")
print("success")
```

It prints:

```
temperature = 300 K, kT = 0.025852 eV
voltage V = 1.5 V, ion charge = 2 e
well-to-saddle distance a = 0.2 nm, layer h = 0.2 nm
attempt frequency = 1.0e+13 1/s, barrier W = 1.6 eV
field length X1 = 23.2090 nm
zero-field rate u0 = 2.6437e-15 nm/s
thickness where barrier vanishes = 0.3750 nm
initial thickness = 0.5 nm, time shift t0 = 2.710e-08 s
alternative start = 0.6 nm, time shift = 8.867e-05 s
extra thickness at 1 s from alternative start = 2.167e-06 nm
same, predicted from the time shift = 2.167e-06 nm
t = 1e+00 s: u0*t/X1 = 1.1391e-16
  X integrated = 0.77738 nm, z = 29.855
  field V/X = 1.930 V/nm
  X Lambert law = 0.77585 nm
  Lambert shortfall X/X_L-1 = 0.198 %, bound 2/z^2 = 0.224 %
  X frozen factor = 0.76335 nm, error = -1.80 %
  X with X^2 -> X1^2 = 0.63221 nm, error = -18.67 %
  delta = 0.06298, slope F/F0 = 0.93897
t = 1e+03 s: u0*t/X1 = 1.1391e-13
  X integrated = 0.99110 nm, z = 23.417
  field V/X = 1.513 V/nm
  X Lambert law = 0.98803 nm
  Lambert shortfall X/X_L-1 = 0.311 %, bound 2/z^2 = 0.365 %
  X frozen factor = 0.98777 nm, error = -0.34 %
  X with X^2 -> X1^2 = 0.77874 nm, error = -21.43 %
  delta = 0.07906, slope F/F0 = 0.92399
t = 1e+06 s: u0*t/X1 = 1.1391e-10
  X integrated = 1.35640 nm, z = 17.111
  field V/X = 1.106 V/nm
  X Lambert law = 1.34895 nm
  Lambert shortfall X/X_L-1 = 0.552 %, bound 2/z^2 = 0.683 %
  X frozen factor = 1.39909 nm, error = 3.15 %
  X with X^2 -> X1^2 = 1.01369 nm, error = -25.27 %
  delta = 0.10551, slope F/F0 = 0.89986
usual plot: X1 = 25.1434 nm, ratio to input = 1.0833
usual plot, X^2 -> X1^2: W = 1.4839 eV, error = -4.490 kT
usual plot, frozen X^2: W = 1.6511 eV, error = 1.977 kT
estimate 2 ln z - 2 at 1e3 s = 4.307
corrected plot: X1 = 23.1334 nm, ratio to input = 0.99674
corrected plot: W = 1.5959 eV, error = -0.160 kT
pole of frozen law at t = 1.601e+13 s
true model thickness at that time = 6.755 nm
success
```
